# The Threshold for Optomechanical Normal-Mode Splitting, Derived in Two Ways

A cavity whose light loses energy at a rate of 30 neV is coupled to a vibration that loses energy at 0.05 neV. At a coupling of 6.74 neV the two joint modes have the same frequency and different energy decay rates, 8.5 and 21.6 neV. At 8.24 neV the situation is reversed: both decay at 15.0 neV, and their frequencies lie 6.9 neV apart. The change occurs at 7.49 neV, one quarter of the difference between the two original decay rates.

## The linearised equations

Atomic units are used in the algebra, so $\hbar=1$ and rates, frequencies and energies share a unit. Let $\alpha$ be the optical amplitude in the frame of the pump laser, with $|\alpha|^2$ the photon number, and let $\beta$ be the mechanical amplitude. The energy decay rates are $\kappa$ and $\gamma$, so the amplitudes decay at $\kappa/2$ and $\gamma/2$. With single-photon coupling $g_0$, mechanical frequency $\omega_m$, laser-minus-cavity detuning $\Delta_0$ and pump $E$, the mean-field equations are

$$\dot\alpha=(i\Delta_0-\tfrac{\kappa}{2})\alpha+ig_0\alpha(\beta+\beta^*)+E,$$
$$\dot\beta=-(i\omega_m+\tfrac{\gamma}{2})\beta+ig_0|\alpha|^2 .$$

Set $\alpha=\sqrt n+a$ and $\beta=\beta_0+b$, where $\sqrt n$ and $\beta_0$ are the steady values and the phase of $E$ makes the optical one real. To first order in $a$ and $b$, the product $\alpha(\beta+\beta^*)$ changes by $2a\,\mathrm{Re}\,\beta_0+\sqrt n(b+b^*)$, and $|\alpha|^2$ changes by $\sqrt n(a+a^*)$. The first of these terms shifts the detuning to $\Delta=\Delta_0+2g_0\mathrm{Re}\,\beta_0$. The laser is placed on the red sideband, $\Delta=-\omega_m$. With $g=g_0\sqrt n$,

$$\dot a=-(i\omega_m+\tfrac{\kappa}{2})a+ig(b+b^*),\qquad
\dot b=-(i\omega_m+\tfrac{\gamma}{2})b+ig(a+a^*). \tag{1}$$

Both derivations start here. They differ in their treatment of $a^*$ and $b^*$.

## First derivation: the rotating-wave approximation

Write $a=Ae^{-i\omega_mt}$ and $b=Be^{-i\omega_mt}$. The terms in $A^*$ and $B^*$ then carry a factor $e^{2i\omega_mt}$. If $g$, $\kappa$ and $\gamma$ are all small compared with $2\omega_m$, these terms average out before $A$ and $B$ change appreciably. Dropping them gives

$$\dot A=-\tfrac{\kappa}{2}A+igB,\qquad \dot B=-\tfrac{\gamma}{2}B+igA. \tag{2}$$

For solutions proportional to $e^{st}$, a nonzero amplitude requires

$$(s+\tfrac{\kappa}{2})(s+\tfrac{\gamma}{2})+g^2=0.$$

The sign of $g^2$ is positive because $-(ig)^2=g^2$. Define the mean amplitude decay rate and the imbalance,

$$\Gamma=\frac{\kappa+\gamma}{4},\qquad d=\frac{\kappa-\gamma}{4},$$

and put $s=-\Gamma+\mu$. Since $\kappa/2-\Gamma=d$ and $\gamma/2-\Gamma=-d$, the condition becomes $(\mu+d)(\mu-d)+g^2=0$, or

$$s=-\Gamma\pm\sqrt{d^2-g^2}. \tag{3}$$

A mode has frequency $\omega_m-\mathrm{Im}\,s$ and energy decay rate $-2\,\mathrm{Re}\,s$. If $g<|d|$ the root is real: there are two decay rates and one frequency. If $g>|d|$ it is imaginary: there is one decay rate and two frequencies, separated by

$$\delta\omega=2\sqrt{g^2-\frac{(\kappa-\gamma)^2}{16}},\qquad g>\frac{|\kappa-\gamma|}{4}. \tag{4}$$

The difference must be taken in modulus, because the mechanics may be the faster-decaying partner. The average loss drops out of the threshold because it damps both amplitudes alike. The imbalance favours modes that are mostly light or mostly motion, while the coupling favours an equal mixture. If $\kappa=\gamma$, there is no imbalance and any nonzero coupling splits the frequencies.

For $\kappa>\gamma$ and weak coupling, $\sqrt{d^2-g^2}\simeq d-g^2/(2d)$. The slower energy decay rate is then

$$2\Gamma-2d+\frac{g^2}{d}=\gamma+\frac{4g^2}{\kappa-\gamma},$$

which is the motion's own loss plus the loss it acquires through the cavity. As $g$ rises this rate climbs and the other falls, until they meet at threshold.

### Motion in time

Equation (2) can be written $\dot v=(-\Gamma+N)v$ with

$$v=\begin{pmatrix}A\\B\end{pmatrix},\qquad
N=\begin{pmatrix}-d&ig\\ ig&d\end{pmatrix},\qquad N^2=d^2-g^2.$$

Above threshold let $\nu=\sqrt{g^2-d^2}$, so that $N^2=-\nu^2$. The even powers in the series for $e^{Nt}$ sum to $\cos\nu t$ and the odd powers to $(N/\nu)\sin\nu t$. If the light fluctuation starts at zero, the lower diagonal element gives

$$B(t)=B(0)e^{-\Gamma t}\left[\cos\nu t+\frac d\nu\sin\nu t\right]. \tag{5}$$

For $\kappa>\gamma$ this first vanishes at $t_0=[\pi-\arctan(\nu/d)]/\nu$. Below threshold the functions become hyperbolic, with both terms positive, and the amplitude has no zero. The threshold therefore separates return of the excitation from one-way decay, for this starting condition and this order of the rates.

At threshold with $d\ne0$, $N^2=0$ although $N\neq0$. The series stops after two terms and the evolution is $e^{-\Gamma t}(1+Nt)$. The two eigenvectors have merged as well as the two eigenvalues; such a point is called an exceptional point.

## Second derivation: real quadratures, with all terms kept

Return to equation (1) and keep $a^*$ and $b^*$. Define the real variables

$$x=a+a^*,\quad y=-i(a-a^*),\quad q=b+b^*,\quad p=-i(b-b^*).$$

Adding the equation for $a$ to its conjugate cancels the coupling terms, and $a-a^*=iy$ turns $-i\omega_m(a-a^*)$ into $\omega_my$. Subtracting the conjugate doubles the coupling term. Hence

$$\dot x=-\tfrac{\kappa}{2}x+\omega_my,\qquad
\dot y=-\tfrac{\kappa}{2}y-\omega_mx+2gq,$$
$$\dot q=-\tfrac{\gamma}{2}q+\omega_mp,\qquad
\dot p=-\tfrac{\gamma}{2}p-\omega_mq+2gx.$$

These describe two damped oscillators, each pushed by the displacement of the other. For solutions $e^{st}$, the first equation gives $y=(s+\kappa/2)x/\omega_m$. Inserting this in the second, and treating the mechanical pair likewise,

$$[(s+\tfrac{\kappa}{2})^2+\omega_m^2]x=2g\omega_mq,\qquad
[(s+\tfrac{\gamma}{2})^2+\omega_m^2]q=2g\omega_mx.$$

Neither $x$ nor $q$ can vanish alone in a mode, so the equations may be multiplied and $xq$ cancelled. With $s=-\Gamma+\mu$ again,

$$[(\mu+d)^2+\omega_m^2][(\mu-d)^2+\omega_m^2]=4g^2\omega_m^2.$$

The product of the two squares is $(\mu^2-d^2)^2$ and their sum is $2\mu^2+2d^2$. Collecting powers of $\mu$,

$$\mu^4+2(\omega_m^2-d^2)\mu^2+(\omega_m^2+d^2)^2-4g^2\omega_m^2=0.$$

The odd powers have cancelled, leaving a quadratic in $\mu^2$. Since $(\omega_m^2-d^2)^2-(\omega_m^2+d^2)^2=-4\omega_m^2d^2$, its solution is

$$\mu^2=-(\omega_m^2-d^2)\pm2\omega_m\sqrt{g^2-d^2}. \tag{6}$$

Take $\omega_m>|d|$. Below $g=|d|$ the two values of $\mu^2$ are complex conjugates. Their four square roots have the form $\pm u\pm i\Omega$, with one magnitude $\Omega$ of the imaginary part: one frequency and two decay rates. Above $|d|$ the values are real and different. As long as both are negative, the frequencies are

$$\Omega_\pm=\sqrt{\omega_m^2-d^2\pm2\omega_m\nu}, \tag{7}$$

and every mode has amplitude decay rate $\Gamma$. The threshold is again $g=|\kappa-\gamma|/4$, now without the rotating-wave approximation.

The size of the splitting does change. From equation (7), $\Omega_+^2-\Omega_-^2=4\omega_m\nu$, so $\Omega_+-\Omega_-=4\omega_m\nu/(\Omega_++\Omega_-)$. Also

$$(\Omega_++\Omega_-)^2=2(\omega_m^2-d^2)+2\sqrt{(\omega_m^2+d^2)^2-4\omega_m^2g^2}.$$

For small $g/\omega_m$ and $d/\omega_m$, the last root is approximately $\omega_m^2+d^2-2g^2$. The sum of the frequencies is then $2\omega_m(1-g^2/2\omega_m^2)$, and

$$\Omega_+-\Omega_-\simeq2\nu\left(1+\frac{g^2}{2\omega_m^2}\right). \tag{8}$$

The full equations also set an upper limit. A static instability begins when $s=0$ is a solution:

$$g=\frac{\sqrt{(\omega_m^2+\kappa^2/4)(\omega_m^2+\gamma^2/4)}}{2\omega_m}\simeq\frac{\omega_m}{2}.$$

There the optical force cancels the restoring force. Equation (2) has no such limit, since its terms were dropped on the assumption that $g$ is much smaller than $\omega_m$.

## What each derivation assumes

Both use mean-field equations linearised about a steady state, and both put the laser on the red sideband after static shifts are included. The first also needs slow envelopes. The second does not, but its exact threshold relies on damping that acts equally on both quadratures of each oscillator.

Suppose instead that mechanical friction acts on momentum alone, so that $\dot q=\omega_mp$ and $\dot p=-\gamma p-\omega_mq+2gx$. The mechanical bracket becomes $s^2+\gamma s+\omega_m^2=(s+\gamma/2)^2+\omega_m^2-\gamma^2/4$. This lowers the mechanical frequency by about $\gamma^2/(8\omega_m)$, and the two oscillators are slightly out of tune.

To see what a mismatch does, let $\Delta=-\omega_m+\varepsilon$. In the rotating-wave equations $\kappa/2$ becomes $\kappa/2-i\varepsilon$, and the same centring of the roots gives

$$\mu^2=\left(d-\frac{i\varepsilon}{2}\right)^2-g^2. \tag{9}$$

At $g=d>0$ this is $-id\varepsilon-\varepsilon^2/4$. For small positive $\varepsilon$ its root has an imaginary part of magnitude $\sqrt{d\varepsilon/2}$, so the frequencies already differ by $\sqrt{2d\varepsilon}$. A detuning error thus turns the sharp threshold into a smooth onset, and the square root makes small errors matter.

## The worked example

The parameters are round values in the rough regime of a silica microtoroid on a silicon chip: wavelength 780 nm, $\omega_m=320$ neV, $\kappa=30$ neV, $\gamma=0.05$ neV and $g_0=0.014$ neV. The threshold is

$$g_c=\frac{30-0.05}{4}=7.49\ \text{neV},$$

or 1.81 MHz as a frequency. It requires $(7.4875/0.014)^2=2.86\times10^5$ photons.

Let half of $\kappa$ be loss into the waveguide that delivers the pump. The steady optical equation then gives a launched power of $n\omega_L(\omega_m^2+\kappa^2/4)/(\kappa/2)$, where $\omega_L$ is the photon energy, 1.59 eV. This is 0.76 mW at threshold.

Now raise the coupling to 15 neV, with the other parameters fixed. This takes $1.15\times10^6$ photons and 3.0 mW. Equation (4) gives

$$\delta\omega=2\sqrt{15^2-7.4875^2}=26.0\ \text{neV},$$

or 6.29 MHz. Each mode has an energy decay rate of 15.0 neV. With $\nu=13.0$ neV, equation (5) puts the first zero of the mechanical amplitude at 106 ns. Equation (8) predicts a correction of $26.0\times15^2/(2\times320^2)=0.029$ neV from the counter-rotating terms, about 0.1% of the splitting. The static instability of these equations lies at 160 neV. The Kerr effect described below lowers it to about 75 neV if the laser is retuned, still well above the working coupling. These limits concern small deviations from the chosen steady state of a single optical mode; the same pump power also supports steady states of much higher intensity. In a real toroid other optical modes can set lower limits. Four-wave mixing into them becomes possible once the Kerr shift exceeds $\kappa/2$, near 18 neV, if dispersion brings a pair of modes into resonance. For a rough Raman gain of $10^{-13}$ m/W and a mode with the same loss, Raman lasing would start near 40 neV.

## When a spectrum shows two peaks

Split eigenfrequencies need not give two visible peaks, and two peaks need not mean split eigenfrequencies. Add a weak drive $Fe^{-i\delta t}$ to one line of equation (2). Both responses contain the denominator

$$D=(\tfrac{\kappa}{2}-i\delta)(\tfrac{\gamma}{2}-i\delta)+g^2,$$
$$|D|^2=(P-\delta^2)^2+\frac{(\kappa+\gamma)^2}{4}\delta^2,\qquad P=g^2+\frac{\kappa\gamma}{4}.$$

If the light is driven and the motion observed, the squared response is $g^2|F|^2/|D|^2$. Setting the derivative of $|D|^2$ with respect to $\delta^2$ to zero gives

$$\delta^2=P-\frac{(\kappa+\gamma)^2}{8}=g^2-\frac{\kappa^2+\gamma^2}{8}.$$

Two peaks therefore appear for $g>\sqrt{(\kappa^2+\gamma^2)/8}$, which is 10.6 neV here. Between 7.5 and 10.6 neV the eigenfrequencies are split but this spectrum has a single maximum. At 15 neV its peaks are 21.2 neV apart, less than the eigenfrequency splitting.

If the motion is both driven and observed, the squared response is proportional to $(\delta^2+\kappa^2/4)/|D|^2$. With $z=\delta^2$, the numerator of its derivative is

$$-z^2-\frac{\kappa^2}{2}z+P^2-\frac{\kappa^2}{4}\left[\frac{(\kappa+\gamma)^2}{4}-2P\right].$$

The first two terms are negative for $z>0$, so a positive root exists when the constant part is positive. Inserting $P$ reduces that condition to $g^4+\kappa(\kappa+\gamma)g^2/2-\kappa^4/16>0$, or

$$g^2>\frac{\kappa}{4}\left[\sqrt{(\kappa+\gamma)^2+\kappa^2}-(\kappa+\gamma)\right]. \tag{10}$$

This gives 9.65 neV. If the light is both driven and observed, $\kappa$ and $\gamma$ change places, and the onset falls to $7\times10^{-4}$ neV. That double peak is an interference dip: the driven motion sends back light that opposes the drive. At $\delta=0$ the dip reduces the squared response by the factor $(1+4g^2/\kappa\gamma)^{-2}$, which reaches one quarter at $g=\sqrt{\kappa\gamma}/2=0.61$ neV. A deep dip can thus exist well below the normal-mode threshold.

At 15 neV the optical peaks are 30.0 neV apart, more than the eigenfrequency splitting. For $\gamma\to0$ the squared optical response is proportional to $1/[(g^2/\delta-\delta)^2+\kappa^2/4]$, which peaks at $\delta=\pm g$. The separation is then $2g$, as found.

## The model beside a real device

A pumped toroid does not keep its detuning by itself. At 15 neV, the half of $\kappa$ not going into the waveguide removes 6.7 µW from the light, and any part absorbed by the glass warms it. With a rough thermo-optic coefficient of $10^{-5}$ per kelvin and refractive index 1.45, a warming of 1 mK moves the cavity by 11 neV. An error of only 1 neV at the nominal threshold produces a splitting of 3.9 neV by equation (9). The laser must therefore follow the cavity if the threshold is to be seen as a sharp change. Warming also pulls the cavity towards a red-detuned laser and so lets in more light. With the laser held fixed, the working state becomes unstable once the steady thermal shift reaches about $\omega_m/2$, a warming of about 14 mK.

The Kerr effect, the rise of refractive index with intensity, also matters. For a rough Kerr index of $3\times10^{-20}$ m²/W and light spread evenly over a rough 200 µm³, the pump lowers its own cavity frequency by $S=9.9$ neV at the working coupling. Linearising this effect gives a detuning shift $2S$, which the laser can follow, and a term $iSa^*$ in the equation for $a$. Near the frequency $\omega_m$, the conjugate equation gives $a^*\simeq(gb+Sa)/(2\omega_m)$. Putting this back into both equations raises the coupling to about $g(1+S/2\omega_m)$. It also leaves a small mismatch $S^2/2\omega_m$ between light and motion. Numerical eigenvalues of the four linearised equations give a splitting of 26.6 neV, about 2% above the value without Kerr effect. The launched power rises from 3.0 to 3.2 mW, because the steady field is shifted by $S$ and not $2S$, which leaves the retuned laser further from its resonance. At the nominal threshold, where $S$ is 2.5 neV, they give 1.3 neV instead of zero; the stronger coupling moves the onset about 0.4% lower in $g$, and the mismatch, about 0.01 neV there, slightly rounds it unless the laser follows that shift too.

Thermal motion tests the linearisation. At 300 K the vibration would hold $n_{\rm th}=8.1\times10^4$ phonons without the pump. Let $N_a$ and $N_b$ be the fluctuation numbers of light and motion, the averages of $|A|^2$ and $|B|^2$, and let $C$ be the average of $A^*B$. Equation (2) gives $\dot N_a=-\kappa N_a-2g\,\mathrm{Im}\,C$ and $\dot C=-\tfrac{\kappa+\gamma}{2}C-ig(N_b-N_a)$, while thermal noise adds $\gamma n_{\rm th}$ to $\dot N_b$ alone. In the steady state $C=-2ig(N_b-N_a)/(\kappa+\gamma)$, so quanta pass from motion to light at the rate $W(N_b-N_a)$ with $W=4g^2/(\kappa+\gamma)$. The balance of gain and loss is then

$$\kappa N_a=W(N_b-N_a)=\gamma(n_{\rm th}-N_b).$$

With $W=29.95$ neV this gives $N_b=269$. The cavity frequency then fluctuates by $g_0\sqrt{2N_b+1}\simeq0.3$ neV, about 1% of $\kappa$. This fluctuation oscillates at frequencies near $\omega_m$, so it does not act as a steady detuning error. At these settings the thermal motion of this vibration is a small correction to the linear model.

Slow changes of the detuning matter more. Even without absorbed light, the temperature of a small piece of glass fluctuates with variance $k_BT^2/C_h$, where $C_h$ is its heat capacity. For 200 µm³ of silica, $C_h$ is about $3.3\times10^{-10}$ J/K, which gives 62 µK at 300 K and moves the cavity by about 0.7 neV. A steady error of that size would split the frequencies by 3.2 neV at the nominal threshold. Heat crosses the few square micrometres occupied by the light in roughly a microsecond. These fluctuations are therefore slow compared with the decay of the modes, but a slow laser lock would not remove them. How well the laser follows the cavity limits how sharply the threshold can be resolved.

All numerical values are calculated from the stated model.
